**Auger lifetime of silicon at high injection**

The program tests the formula τ = 1/(C_a Δ²), where Δ is the excess density of electron–hole pairs, C_a the ambipolar Auger coefficient and τ the instantaneous lifetime. For Δ = 1e18 cm⁻³ and C_a = 3.8e-31 cm⁶/s it prints a lifetime of 2.63 microseconds. It integrates the full net rate, including the intrinsic density, and asserts that the slope of the decay gives this lifetime at the start and four times as much after the density has halved. It also asserts the decay law at three times, and it compares the halving time with a sum of mean waiting times for a box of 100,000 pairs. For a donor density of one thousandth of the pair density, it asserts that the loss rate rises by a factor between 1.001 and 1.002, for four ways of splitting C_a between electrons and holes. A last assertion confirms that a small disturbance under steady generation decays with one third of the lifetime. The coefficient is taken as constant, and radiative and defect recombination are left out.

## Program and output

```python
"""Auger lifetime of silicon at high injection.

Result under test: tau = 1 / (C_a * D**2), where
  D    excess density of electron-hole pairs (angstrom^-3),
  C_a  ambipolar Auger coefficient C_n + C_p (angstrom^6/s),
  tau  instantaneous lifetime D / U (s), U = net pair loss rate.
The full rate is U = (C_n*n + C_p*p) * (n*p - n_i**2), with n and p the
electron and hole densities and n_i the intrinsic density.
Also tested: the decay law, the effect of doping, the small-signal lifetime.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp

# Given data and conversion to angstrom
density_cm = 1.0e18
coefficient_cm = 3.8e-31
angstrom_per_cm = constants.centi / constants.angstrom
density = density_cm / angstrom_per_cm**3
coefficient = coefficient_cm * angstrom_per_cm**6

# Round model values used only to check the high-injection limit
intrinsic = 1.0e-14
donors = 1.0e-9

loss_rate = coefficient * density**3
lifetime = 1.0 / (coefficient * density**2)


def net_rate(excess, donor_density, electron_share):
    """Full net Auger rate; electron_share is C_n / C_a."""
    n_eq = donor_density / 2 + np.sqrt(donor_density**2 / 4 + intrinsic**2)
    p_eq = intrinsic**2 / n_eq
    n, p = n_eq + excess, p_eq + excess
    c_n = electron_share * coefficient
    c_p = (1 - electron_share) * coefficient
    return (c_n * n + c_p * p) * (n * p - intrinsic**2)


def evolve(start, duration, generation=0.0):
    """Integrate the excess density of undoped silicon over a duration."""
    if duration == 0:
        return start
    solution = solve_ivp(
        lambda t, y: generation - net_rate(y, 0.0, 0.3),
        (0.0, duration), [start], method="DOP853", rtol=1e-12, atol=1e-20)
    assert solution.success
    return solution.y[0, -1]


# Lifetime from the logarithmic slope of the integrated decay
step = 2.0e-9
logs = [np.log(evolve(density, k * step)) for k in range(3)]
slope = (-3 * logs[0] + 4 * logs[1] - logs[2]) / (2 * step)
lifetime_from_slope = -1.0 / slope
assert abs(lifetime_from_slope / lifetime - 1) < 1e-5

# Decay law at the halving time, the 1/e time and one initial lifetime
half_time = 1.5 * lifetime
e_time = (np.e**2 - 1) / 2 * lifetime
fraction_half = evolve(density, half_time) / density
fraction_e = evolve(density, e_time) / density
fraction_tau = evolve(density, lifetime) / density
assert abs(fraction_half - 0.5) < 1e-6
assert abs(fraction_e - np.exp(-1)) < 1e-6
assert abs(fraction_tau - 1 / np.sqrt(3)) < 1e-6

# After halving, the lifetime should be four times the initial one
before = np.log(evolve(density, half_time - step))
after = np.log(evolve(density, half_time + step))
lifetime_after_halving = 2 * step / (before - after)
assert abs(lifetime_after_halving / (4 * lifetime) - 1) < 1e-5

# Event by event: count carrier triples in a finite box and add the mean
# waiting times until half of the pairs are gone. The error is of order
# one over the number of pairs.
pairs_start = 100000
volume = pairs_start / density
pairs = np.arange(pairs_start // 2 + 1, pairs_start + 1, dtype=float)
box_times = []
for share in (0.0, 0.3, 1.0):
    triples_eeh = pairs * (pairs - 1) / 2 * pairs
    triples_ehh = pairs * pairs * (pairs - 1) / 2
    rate_eeh = 2 * share * coefficient / volume**2
    rate_ehh = 2 * (1 - share) * coefficient / volume**2
    events_per_second = triples_eeh * rate_eeh + triples_ehh * rate_ehh
    box_times.append(np.sum(1.0 / events_per_second))
    assert abs(box_times[-1] / half_time - 1) < 1e-4

# Doping raises the rate by a factor between 1 + x and (1 + x)**2
doping_ratio = donors / density
lower, upper = 1 + doping_ratio, (1 + doping_ratio)**2
for share in (0.0, 0.3, 0.7, 1.0):
    factor = net_rate(density, donors, share) / loss_rate
    assert lower - 1e-9 < factor < upper + 1e-9

# A small disturbance under steady generation decays three times faster.
# The remaining nonlinearity is of the order of the relative disturbance.
disturbance = 1.0e-4
window = lifetime / 3
steady_generation = net_rate(density, 0.0, 0.3)
disturbed = evolve(density * (1 + disturbance), window, steady_generation)
remaining = (disturbed / density - 1) / disturbance
small_signal_lifetime = -window / np.log(remaining)
assert abs(small_signal_lifetime / (lifetime / 3) - 1) < 1e-3

print(f"Given pair density: {density_cm:.1e} cm^-3")
print(f"Given ambipolar coefficient: {coefficient_cm:.1e} cm^6/s")
print(f"Angstrom per centimetre: {angstrom_per_cm:.1e}")
print(f"Pair density: {density:.1e} angstrom^-3")
print(f"Ambipolar coefficient: {coefficient:.1e} angstrom^6/s")
print(f"Inverse lifetime C_a*D^2: {1 / lifetime:.2e} s^-1")
print(f"Pair loss rate C_a*D^3: {loss_rate:.2f} angstrom^-3 s^-1")
print(f"Auger lifetime, formula: {lifetime:.3e} s")
print(f"Auger lifetime, converted: {lifetime / constants.micro:.2f} microseconds")
print(f"Auger lifetime, slope of decay: {lifetime_from_slope:.3e} s")
print(f"Lifetime after density has halved: {lifetime_after_halving:.3e} s")
print(f"Halving time, formula: {half_time:.3e} s")
print(f"Pairs at start in the event-by-event box: {pairs_start}")
print(f"Halving time, event by event: {box_times[1]:.3e} s")
print(f"Time to reach 1/e: {e_time:.3e} s")
print(f"Time to reach 1/e over initial lifetime: {e_time / lifetime:.3f}")
print(f"Fraction left after one initial lifetime: {fraction_tau:.3f}")
print(f"Value 1/e for comparison: {np.exp(-1):.3f}")
print(f"Small-signal lifetime, integrated: {small_signal_lifetime:.2e} s")
print(f"Model intrinsic density: {intrinsic:.1e} angstrom^-3")
print(f"Model donor density: {donors:.1e} angstrom^-3")
print(f"Donor density over pair density: {doping_ratio:.1e}")
print(f"Rate factor from doping, lower bound: {lower:.4f}")
print(f"Rate factor from doping, upper bound: {upper:.4f}")
print("checks complete")
```

Running it gives:

```
Given pair density: 1.0e+18 cm^-3
Given ambipolar coefficient: 3.8e-31 cm^6/s
Angstrom per centimetre: 1.0e+08
Pair density: 1.0e-06 angstrom^-3
Ambipolar coefficient: 3.8e+17 angstrom^6/s
Inverse lifetime C_a*D^2: 3.80e+05 s^-1
Pair loss rate C_a*D^3: 0.38 angstrom^-3 s^-1
Auger lifetime, formula: 2.632e-06 s
Auger lifetime, converted: 2.63 microseconds
Auger lifetime, slope of decay: 2.632e-06 s
Lifetime after density has halved: 1.053e-05 s
Halving time, formula: 3.947e-06 s
Pairs at start in the event-by-event box: 100000
Halving time, event by event: 3.947e-06 s
Time to reach 1/e: 8.407e-06 s
Time to reach 1/e over initial lifetime: 3.195
Fraction left after one initial lifetime: 0.577
Value 1/e for comparison: 0.368
Small-signal lifetime, integrated: 8.77e-07 s
Model intrinsic density: 1.0e-14 angstrom^-3
Model donor density: 1.0e-09 angstrom^-3
Donor density over pair density: 1.0e-03
Rate factor from doping, lower bound: 1.0010
Rate factor from doping, upper bound: 1.0020
checks complete
```
